\section*{Longitudinal and end-to-end resistance of a six-terminal quantum spin Hall bar}

\section*{Question}

A two-dimensional quantum spin Hall bar has six contacts, numbered cyclically around its boundary: 1 at the left end, 2 and 3 on the top edge, 4 at the right end, 5 and 6 on the bottom edge, with 6 opposite 2. A current $I$ enters at 1 and leaves at 4. The other contacts are voltage probes and draw no net current.

The Fermi level lies in the bulk gap. Each edge carries one Kramers pair: two counter-propagating modes related by time reversal. Bulk conduction and coupling between opposite edges are neglected. An ideal contact absorbs every arriving electron and emits electrons in equilibrium at its own potential. All contacts have the same temperature $T$.

Take $e>0$, so that an electron has charge $-e$, and count $I_i$ as positive when current enters the bar. $T_{ij}$ is the transmission probability from contact $j$ to contact $i$, summed over modes. Write $R_{14,kl}=(V_k-V_l)/I$.

\begin{enumerate}
\item[(a)] Derive the relation between the currents $I_i$ and the potentials $V_i$ for energy-independent $T_{ij}$.
\item[(b)] Show that time-reversal-invariant disorder causes no elastic backscattering within a Kramers pair. Write down all $T_{ij}$.
\item[(c)] Find $R_{14,23}$, $R_{14,14}$ and $R_{14,26}$.
\item[(d)] Each side probe now absorbs an arriving electron with probability $p$ and otherwise lets it pass. Find $R_{14,23}$ and $R_{14,14}$, and interpret $p\to0$.
\item[(e)] With ideal probes again, a magnetic region reduces the transmission between 2 and 3 to $t$. Find the same two resistances.
\item[(f)] Where is the electrical power turned into heat in the ideal bar?
\item[(g)] Evaluate the ideal bar for $I=1$ nA, and estimate the neglected effects. Use a half-gap $\Delta=10$ meV, $\hbar v=0.35$ eV nm, width 1 $\mu$m, six edge segments of length $L=1$ $\mu$m, edge backscattering length $\ell=10$ $\mu$m, bulk mobility $10^5$ cm$^2$/(V s) and $T=1.5$ K.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Currents and potentials}

A mode filled by contact $j$ carries the particle current
\begin{equation}
\int\frac{dk}{2\pi}\,\frac1\hbar\frac{dE}{dk}\,f_j(E)=\frac1h\int dE\,f_j(E).
\end{equation}
The velocity has cancelled the density of states, so the shape of the dispersion drops out. Electrons leave $i$ for $j$ with probability $T_{ji}$ and arrive from $j$ with probability $T_{ij}$. Hence
\begin{equation}
I_i=-\frac eh\sum_{j\ne i}\int dE\,\bigl(T_{ji}f_i-T_{ij}f_j\bigr).
\end{equation}
In equilibrium all $f_j$ are equal and no current flows, which requires $\sum_jT_{ji}=\sum_jT_{ij}$. We may therefore replace $T_{ji}$ by $T_{ij}$ in the first term.

Shifting a Fermi function by $d\mu$ changes its integral by $d\mu$, so $\int(f_i-f_j)\,dE=\mu_i-\mu_j=-e(V_i-V_j)$. The two minus signs cancel:
\begin{equation}
I_i=\frac{e^2}{h}\sum_{j\ne i}T_{ij}(V_i-V_j).
\label{current}
\end{equation}
This holds at finite temperature as long as $T_{ij}$ is constant over the energies where the Fermi functions differ.

\subsection*{(b) Time reversal and the transmissions}

Let $\Theta$ be time reversal. It is antiunitary, $\langle a|b\rangle=\langle\Theta b|\Theta a\rangle$, and $\Theta^2=-1$ for an electron. Let $|\psi\rangle$ be an edge mode at energy $E$; its counter-propagating partner is $|\Theta\psi\rangle$. For a disorder potential $U$ the elastic scattering amplitude is a matrix element of
\begin{equation}
M=U+U\,\frac{1}{E-H+i0}\,U .
\end{equation}
Here $H$ includes $U$. Since $H$ and $U$ commute with $\Theta$, and $\Theta$ changes $i$ into $-i$, we have $\Theta M\Theta^{-1}=M^\dagger$. Therefore
\begin{align}
\langle\Theta\psi|M\psi\rangle
&=\langle\Theta M\psi|\Theta^2\psi\rangle
=-\langle M^\dagger\Theta\psi|\psi\rangle\nonumber\\
&=-\langle\Theta\psi|M\psi\rangle=0 .
\end{align}
The argument covers elastic scattering. It does not forbid inelastic backscattering, nor backscattering by a magnetic region.

Every electron emitted along an edge thus reaches the next contact, which absorbs it. With indices taken cyclically,
\begin{equation}
T_{i+1,i}=T_{i,i+1}=1,\qquad\text{all other }T_{ij}=0\quad(i\neq j).
\label{ideal}
\end{equation}

A numerical test used a square-lattice model with spin matrices $s$ and orbital matrices $\tau$:
\begin{align}
H(\mathbf k)={}&A(\sin k_x\,s_z\tau_x+\sin k_y\,\tau_y)+\lambda s_y\tau_y\nonumber\\
&+[M_0-2B(2-\cos k_x-\cos k_y)]\tau_z .
\end{align}
The parameters were $A=M_0=2B$, spin mixing $\lambda=0.3B$, Fermi energy $0.3B$ and random scalar site energies within $\pm0.5B$. The bar had $44\times12$ sites and six semi-infinite leads. Its transmissions differed from (\ref{ideal}) by about $10^{-5}$ at most, a remainder set by the small numerical broadening. The test is a mild one, because this spin mixing acts only weakly on the edge modes: even a random field $\pm0.5B\,s_z$, which breaks time reversal, reflects only about $10^{-3}$ of the electrons on a segment.

\subsection*{(c) The resistances}

Equations (\ref{current}) and (\ref{ideal}) give
\begin{equation}
I_i=\frac{e^2}{h}(2V_i-V_{i-1}-V_{i+1}).
\end{equation}
On the top edge $I_2=I_3=0$, so
\begin{align}
2V_2=V_1+V_3&\;\Rightarrow\;V_1-V_2=V_2-V_3,\\
2V_3=V_2+V_4&\;\Rightarrow\;V_2-V_3=V_3-V_4 .
\end{align}
The three steps are equal; call each $\delta$. Then $V_1-V_4=3\delta$. On the bottom edge $I_6=I_5=0$ gives three equal steps in the same way. They add up to the same $V_1-V_4$, so each is again $\delta$. At contact 1,
\begin{equation}
I=\frac{e^2}{h}\bigl[(V_1-V_2)+(V_1-V_6)\bigr]=\frac{2e^2}{h}\,\delta .
\end{equation}
Hence
\begin{align}
R_{14,23}&=\frac{\delta}{I}=\frac{h}{2e^2},\\
R_{14,14}&=\frac{3\delta}{I}=\frac{3h}{2e^2},\\
R_{14,26}&=\frac{V_2-V_6}{I}=0 .
\end{align}
The transverse resistance vanishes because the two edges carry equal currents and have equal potential profiles. The circuit is two parallel branches, each made of three resistances $h/e^2$ in series.

\subsection*{(d) Partly absorbing probes}

Describe the two streams on the top edge by potentials: $a$ for the stream associated with emission from 1 towards 4, and $b$ for the opposite one. The edge current is $(e^2/h)D$ with $D=a-b$.

At a probe of potential $V$, stream $a$ arrives from the left and stream $b'$ from the right. The streams that leave are
\begin{equation}
a'=(1-p)a+pV,\qquad b=(1-p)b'+pV .
\end{equation}
Zero probe current means $p(a+b')=2pV$, so $V=(a+b')/2$. Adding the leaving streams then gives $a'+b=(1-p)(a+b')+2pV=a+b'$, so $D=a-b=a'-b'$ is conserved. The drop of $a$ at the probe is
\begin{equation}
x=a-a'=p(a-V)=\frac p2(a-b')=\frac p2(x+D),
\end{equation}
where $a-b'=(a-a')+(a'-b')$ was used. Solving for $x$ gives $x=pD/(2-p)$.

Stream $a$ starts at $V_1$ and drops by $x$ at each of two probes. Stream $b$ starts at $V_4$. At contact 4 this gives $D=V_1-2x-V_4$, or $V_1-V_4=D+2x$. From probe 2 to probe 3 both arriving streams are lower by $x$, so $V_2-V_3=x$. The bottom edge carries an equal current, so $I=2(e^2/h)D$ and
\begin{equation}
R_{14,14}=\frac{h}{2e^2}\,\frac{2+p}{2-p},\qquad
R_{14,23}=\frac{h}{2e^2}\,\frac{p}{2-p}.
\label{partial}
\end{equation}
For $p=1$ these return the results of (c). For $p\to0$ they become $h/(2e^2)$ and zero: the bare bar keeps the resistance of its two edge channels at the end contacts, and weakly coupled probes see no drop along an edge. An ideal probe raises the resistance of its edge by $h/e^2$, because it re-emits equally in both directions and so sends half of the absorbed electrons back. The value $3h/(2e^2)$ therefore belongs to the bar with its side probes attached, even though they draw no net current.

\subsection*{(e) A magnetic region between 2 and 3}

An electron reflected in the segment returns to the contact that emitted it and carries no net current. The segment therefore passes $(e^2/h)\,t\,(V_2-V_3)$, and its resistance is $rh/e^2$ with $r=1/t$. The top branch has resistance $(2+r)h/e^2$ and the bottom branch $3h/e^2$. Equal voltage across both branches requires
\begin{equation}
(2+r)I_{\rm top}=3(I-I_{\rm top})\;\Rightarrow\;I_{\rm top}=\frac{3I}{5+r}.
\end{equation}
Multiplication by the segment and branch resistances gives
\begin{equation}
R_{14,23}=\frac{h}{e^2}\frac{3r}{5+r},\qquad
R_{14,14}=\frac{h}{e^2}\frac{3(2+r)}{5+r}.
\end{equation}
For $r=1$ the ideal values return. For $t\to0$ both tend to $3h/e^2$: the bottom edge carries all the current, while $V_2\to V_1$ and $V_3\to V_4$.

In the lattice model of (b), a term $0.4B\,s_x$ on a patch of this edge, 8 sites long and 3 deep, gave $t=0.201$, hence $r=4.97$. This value belongs to one realization of the disorder; another gives about 0.6. The formulas then give $1.495\,h/e^2$ and $2.097\,h/e^2$, in agreement with the resistances computed from the full lattice transmissions.

\subsection*{(f) Heat}

The heat delivered to contact $i$ is the net energy arriving there, measured from $\mu_i$:
\begin{equation}
P_i=\frac1h\sum_jT_{ij}\int dE\,(E-\mu_i)(f_j-f_i).
\end{equation}
The derivative of the integral with respect to $\mu_j$ is $\int(E-\mu_i)(-\partial f_j/\partial E)\,dE=\mu_j-\mu_i$, since $-\partial f_j/\partial E$ has unit area and is symmetric about $\mu_j$. The integral vanishes at $\mu_j=\mu_i$, so it equals $(\mu_j-\mu_i)^2/2$. Each contact has two neighbours, both differing from it by $\delta$ in potential:
\begin{equation}
P_i=\frac{e^2}{2h}(\delta^2+\delta^2)=\frac{e^2}{h}\delta^2=\frac{h}{4e^2}I^2 .
\end{equation}
Six such terms add up to $3hI^2/(2e^2)=I^2R_{14,14}$. In this model the power is released in the contacts, one sixth in each, including those without net current.

\subsection*{(g) Numbers and neglected effects}

With $h/e^2=25\,813\ \Omega$,
\begin{align}
R_{14,23}&=12\,906\ \Omega=1.436\times10^{-8}\ \text{s/cm},\\
R_{14,14}&=38\,719\ \Omega=4.308\times10^{-8}\ \text{s/cm}.
\end{align}
The second unit is the Gaussian one. At 1 nA the step is $\delta=12.9\ \mu$V. With $V_4=0$ this gives $V_3=V_5=12.9\ \mu$V, $V_2=V_6=25.8\ \mu$V and $V_1=38.7\ \mu$V. The total heat is 38.7 fW, or 6.45 fW per contact.

\emph{Edge backscattering.} Let incoherent, for example inelastic, backscattering act at rate $1/\ell$ per unit length. Then $da/dx=-(a-b)/\ell=-D/\ell$, and $a$ falls by $DL/\ell$ over a segment. The contact-to-contact drop becomes $D(1+L/\ell)$. Here the factor is $1+1/10=1.10$ for all six segments, so both resistances rise by 10\%, to 14.2 and 42.6 k$\Omega$.

\emph{Imperfect probes.} For $p=0.9$, (\ref{partial}) gives $12.906\times0.9/1.1=10.6$ k$\Omega$ and $12.906\times2.9/1.1=34.0$ k$\Omega$. These are 18\% and 12\% below the ideal values. This error has the opposite sign to that of backscattering, so a value near $h/(2e^2)$ does not by itself show that both are small.

\emph{Bulk carriers.} Take $E=\sqrt{\Delta^2+(\hbar vk)^2}$, two spin states and the Fermi level at midgap. With $k\,dk=E\,dE/(\hbar v)^2$, the electron density for $k_BT\ll\Delta$ is
\begin{align}
n&=\frac1\pi\int_\Delta^\infty\frac{E\,dE}{(\hbar v)^2}\,e^{-E/k_BT}\nonumber\\
&=\frac{k_BT(\Delta+k_BT)}{\pi(\hbar v)^2}\,e^{-\Delta/k_BT}.
\end{align}
Electrons and holes together give a sheet conductance $2ne\mu_b$, where $\mu_b$ is the mobility. At 1.5 K, $k_BT=0.129$ meV and this is about $10^{-34}\,e^2/h$. With the mobility held fixed it reaches $0.01\,e^2/h$ at about 19 K. The figure at 1.5 K means only that the thermal term is negligible. With the band-edge mass $\Delta/v^2$, the given mobility implies a level broadening $\hbar/\tau\approx1.9$ meV, far above $k_BT$, so a sharp band edge and Drude transport are not justified there. Direct tunnelling through the gap between contacts 1 $\mu$m apart, of order $10^{-24}\,e^2/h$, is larger and also negligible.

\emph{Edge overlap and bias.} At zero energy the Dirac equation $-i\hbar v\sigma_y\psi'+\Delta\sigma_z\psi=0$ becomes $\psi'=(\Delta/\hbar v)\sigma_x\psi$. The decay length is $\hbar v/\Delta=350/10=35$ nm, and the overlap factor across the bar is $e^{-1000/35}\approx4\times10^{-13}$. The bias energy $e(V_1-V_4)$ is $0.4\%$ of the half-gap; it would equal the half-gap at about 258 nA.

\emph{Relation to real devices.} The parameters are rough, rounded values in the regime of an inverted HgTe quantum well. The assumption most at risk there is the absence of backscattering: edges much longer than $\ell$ have resistances well above $h/e^2$ per segment, and with $L=\ell$ the formula above already doubles both results. The bulk conductance grows exponentially as the Fermi level moves from midgap towards a band edge, and charge puddles shift the level locally, so the tiny figure at 1.5 K belongs to a uniform sample at midgap. The 35 nm decay length likewise belongs to the symmetric Dirac model: with band asymmetry typical of HgTe wells it is about 50 nm at the energy where the two edge modes cross, which still leaves the overlap across 1 $\mu$m negligible. The numerical output below lists the input parameters of the worked example.

\section*{Numbers as computed}
\begin{verbatim}
IDEAL BAR
V1..V6 in units of I h/e^2: 3/2, 1, 1/2, 0, 1/2, 1
R_14,23 = 1/2 h/e^2; R_14,14 = 3/2 h/e^2; R_14,26 = 0 h/e^2
h/e^2 = 25812.807 ohm = 2.87206e-08 s/cm
R_14,23 = 12906.40 ohm = 1.43603e-08 s/cm
R_14,14 = 38719.21 ohm = 4.30809e-08 s/cm
LATTICE TEST (energies in units of B)
A = 2.0, M = 2.0, spin mixing = 0.3, Fermi energy = 0.3
bar 44 x 12 sites, side leads 10 sites wide
scalar disorder +-0.5, magnetic patch 0.4
modes each way in end lead, side lead: 2, 2
largest deviation of any T_ij from ideal: 9.9e-06
R_14,23 from lattice: 0.50000 h/e^2
R_14,14 from lattice: 1.50001 h/e^2
two-terminal R without side leads: 0.50002 h/e^2
transmission 2->3 with magnetic patch: 0.2013
R_14,23 with magnetic patch: 1.4951 h/e^2
R_14,14 with magnetic patch: 2.0971 h/e^2
WORKED EXAMPLE (rough HgTe quantum-well regime)
half-gap = 10.0 meV; hbar v = 0.35 eV nm
mobility = 1e+05 cm^2/(V s); temperature = 1.5 K
segment = 1.0 um; bar width = 1.0 um
backscattering length = 10.0 um; current = 1.0 nA
V1 = 38.719 uV
V2 = 25.813 uV
V3 = 12.906 uV
V4 = 0.000 uV
V5 = 12.906 uV
V6 = 25.813 uV
total heat = 38.719 fW
heat per contact = 6.453 fW
NEGLECTED EFFECTS
edge backscattering multiplies R by 1.100
R_14,23 with backscattering = 14197.0 ohm
R_14,14 with backscattering = 42591.1 ohm
probe absorption p = 0.9
R_14,23 with these probes = 10559.8 ohm
R_14,14 with these probes = 34026.0 ohm
thermal energy = 0.1293 meV
bulk sheet conductance/(e^2/h) at 1.5 K = 7.1e-35
temperature where this ratio is 0.01 = 19.2 K
bulk electron density there = 1.21e+07 cm^-2
edge decay length = 35.0 nm
edge-to-edge factor exp(-width/decay length) = 3.9e-13
e(V1-V4)/half-gap = 3.87e-03
current at which e(V1-V4) = half-gap: 258 nA
\end{verbatim}
